# Following an RHF instability: Davidson start vectors, line search and Landau estimates

## What goes wrong without a stability step

A self-consistent-field calculation stops when the orbital gradient vanishes. A saddle point satisfies that criterion as well as a minimum does. For F$_2$ at a bond length of 2.60 bohr in the 6-31G basis, restricted Hartree–Fock (RHF) converges to a determinant lying 0.0049 hartree above an unrestricted (UHF) solution. Switching to the unrestricted method does not help by itself: equal $\alpha$ and $\beta$ densities give equal Fock matrices, which return equal densities.

The stability option looks for a direction of negative curvature and steps along it. Two things can still mislead. The eigenvalue search can miss the negative direction because of its start vector, and an energy gain estimated along a straight line is not the gain of the relaxed UHF state. The analysis below shows how to choose the start, how far to step, and what the estimate means.

## The energy near the RHF solution

Hartree atomic units and real orbitals are used throughout. The reference is a converged closed-shell determinant; $i,j$ label its occupied orbitals, $a,b$ its virtual ones, and $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. For each spin $\sigma$, rotation amplitudes $\kappa_{ai}$ define an antisymmetric matrix, written with the occupied block first:
$$K=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix},\qquad D(\theta)=e^{\theta K}Pe^{-\theta K}.$$
Here $P$ projects on the occupied orbitals. The amplitudes are normalized over both spins together, $\sum_{\sigma ai}\kappa_{ai,\sigma}^2=1$, and $\theta$ is in radians.

Differentiation gives $dD/d\theta=[K,D]$. Inserting $D=\sum_n\theta^nD_n$ and comparing powers,
$$D_0=P,\qquad D_n=\tfrac1n[K,D_{n-1}].$$
The first two terms are
$$D_1=\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix},\qquad D_2=\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}.$$

The Hartree–Fock energy is quadratic in the density. Define
$$G_\sigma[D]_{pq}=\sum_{rs}\left[(pq|rs)(D_\alpha+D_\beta)_{rs}-(pr|sq)D_{\sigma,rs}\right]$$
and $\langle A,GB\rangle=\sum_\sigma\mathrm{Tr}\,A_\sigma G_\sigma[B]$, which is symmetric in $A$ and $B$. With $F_0$ the Fock matrix of the reference, a density change $\delta$ gives, without truncation,
$$E=E_0+\sum_\sigma\mathrm{Tr}\,F_0\delta_\sigma+\tfrac12\langle\delta,G\delta\rangle.\tag{1}$$

At first order $\mathrm{Tr}\,F_0D_1=0$, since $F_0$ has no occupied–virtual elements at convergence. At second order, the form of $D_2$ gives
$$E_2=\sum_{\sigma ai}\Delta_{ai}\kappa_{ai,\sigma}^2+\tfrac12\langle D_1,GD_1\rangle\equiv\tfrac12\kappa^TH\kappa .$$
Differentiate with respect to $\kappa_{ai,\sigma}$, which occurs twice in $D_1$:
$$(H\kappa)_{ai,\sigma}=2\Delta_{ai}\kappa_{ai,\sigma}+2G_\sigma[D_1]_{ai}.\tag{2}$$
One product with $H$ therefore costs one Fock-type build, and $H$ need not be stored.

Exchanging the two spins leaves the reference unchanged, so $H$ does not mix singlet rotations ($\kappa_\alpha=\kappa_\beta$) with triplet rotations ($\kappa_\alpha=-\kappa_\beta$). For triplet rotations the Coulomb parts cancel. The two blocks of $D_1$ then contribute one exchange integral each:
$$H_T=2\left[\Delta_{ai}\delta_{ab}\delta_{ij}-(ab|ij)-(aj|ib)\right].$$
For singlet rotations, two spins and two blocks give four Coulomb terms, and the prefactor 2 in (2) makes eight:
$$H_S=H_T+8(ai|bj).$$
In these two formulas the row is $ai$ and the column $bj$. A negative eigenvalue of $H_T$ means that exchange outweighs the orbital gap for some combination of excitations, so that letting the two spins occupy different orbitals lowers the energy.

Programs may define the reported eigenvalue with another factor. Here $h$ is the true second derivative $d^2E/d\theta^2$ for unit $\kappa$. If the convention is unknown, compute the energy at a small angle: $(E(\theta)-E_0)/\theta^2$ must approach $h/2$.

## Choosing the Davidson start vector

The Davidson method diagonalizes $H$ in a small growing space. Let $\eta$ be the lowest eigenvalue there and $x$ its unit vector, with residual $r=Hx-\eta x$. To first order a correction $t$ orthogonal to $x$ should cancel the residual, $(H-\eta)t=-r$, up to a component along $x$. Replacing $H$ by the orbital-gap part $2\Delta_{ai}$ of its diagonal, which is cheap but omits the exchange terms that drive the instability, gives
$$t_{ai,\sigma}=-\frac{r_{ai,\sigma}}{2\Delta_{ai}-\eta}.$$
Denominators close to zero are replaced by a small positive number. The vector $t$ is orthogonalized to the existing space and added to it.

Suppose the start vector belongs to one symmetry type. The product (2) preserves the type. So does the division, because $\Delta_{ai}$ is the same for both spins and for symmetry-related orbitals. In exact arithmetic the whole search space then stays within that type, and the iteration can at best find the lowest root there. A small residual certifies an eigenpair; it does not certify the lowest one.

The F$_2$ example has 9 occupied and 9 virtual orbitals, hence $2\times9\times9=162$ amplitudes. Three starts gave the roots below. The first two runs were stopped at a residual norm of $10^{-5}$ and the third at $10^{-7}$, so the product counts are not directly comparable:

| Start | Root (hartree) | Products |
|---|---:|---:|
| equal amplitudes for both spins | 0.436 | 13 |
| triplet, smallest orbital gap | 0.174 | 6 |
| random, divided by gap | −0.139 | 20 |

The first two runs converge, and each taken alone would declare the solution stable. The first cannot leave the singlet sector. The second does break spin symmetry, but its excitation $\pi_g\to\sigma_u$ has the wrong spatial symmetry. The unstable mode is mainly $\sigma_g\to\sigma_u$, with weight 0.97. Breaking one symmetry is therefore not enough.

The guidance is to use a start with components in every spin and spatial sector, or one start per sector. Random numbers divided by the orbital gaps serve the purpose: they favour low excitations without excluding any type. Since a generic vector can still have a small overlap with the wanted mode, a second random start is a sensible check on a positive answer. For this small example the lowest root was also checked against full diagonalization.

## The quartic form along the unstable direction

Let $x$ now be the converged lowest eigenvector, assumed nondegenerate and of triplet type, with $h<0$. Since $\kappa_\beta=-\kappa_\alpha$, replacing $\theta$ by $-\theta$ exchanges the two spin densities. The energy does not notice this exchange, so odd powers vanish:
$$E(\theta)-E_0=a\theta^2+b\theta^4+d\theta^6+\dots,\qquad a=\tfrac h2.\tag{3}$$
This is a Landau expansion with $\theta$ as order parameter. The argument does not cover a singlet mode, for which a cubic term may appear.

The physical content is clearest if one pair of orbitals carries the whole mode. Normalization over two spins then makes each spin rotate by $\varphi=\theta/\sqrt2$, and the occupied orbitals become $\cos\varphi\,\sigma_g\pm\sin\varphi\,\sigma_u$. The cross term $\pm2\sin\varphi\cos\varphi\,\sigma_g\sigma_u$ in their densities is odd under inversion: one spin moves towards one atom, the other spin towards the other.

Put $\delta=\theta D_1+\theta^2D_2+\dots$ into (1). The terms of order $\theta^4$ are
$$b=\sum_\sigma\mathrm{Tr}\,F_0D_{4,\sigma}+\langle D_1,GD_3\rangle+\tfrac12\langle D_2,GD_2\rangle .\tag{4}$$
The middle term has no factor $\tfrac12$ because $D_1,D_3$ occur in both orders.

In practice $b$ follows from a few energies. Keep $a=h/2$ from the eigenvalue, write $u_k=\theta_k^2$, and form
$$y_k=\frac{E(\theta_k)-E_0-au_k}{u_k^2}=b+du_k+O(u_k^2).$$
The quadratic in $u$ through three such points has the intercept $b$ and the slope $d$ at $u=0$. For $\theta_k=0.1,0.2,0.3$, Lagrange interpolation gives
$$b\approx1.5y_1-0.6y_2+0.1y_3,$$
$$d\approx-54.17y_1+66.67y_2-12.5y_3.$$
The weights for $b$ sum to 1 and those for $d$ to 0, as a constant $y$ requires. They also show how precise the input must be. An error $\epsilon$ in $E(0.1)$ alone changes $b$ by $1.5\times10^4\,\epsilon$, and an error in $a$ is multiplied by $-(150-15+1.1)\approx-136$. The probe energies and $a$ must therefore be carried to many digits. A singlet remainder in $x$ can bring back odd powers of $\theta$, so it is projected out and $x$ is renormalized before the probe energies are computed. After a loose Davidson run, $a=\tfrac12x^THx$ must then be recomputed with the new $x$, at the cost of one more product: the old $\eta$ is the curvature along the old vector, and the small difference is magnified in $b$. After a tightly converged run the difference is negligible.

With $u=\theta^2$ and the sextic term dropped, $d(au+bu^2)/du=0$ gives, for $b>0$,
$$u_*=\theta_*^2=-\frac a{2b},\qquad E_0-E(\theta_*)=\frac{a^2}{4b}.\tag{5}$$

The sextic term supplies a warning. At first order it changes the minimum energy by $du_*^3$; the shift of the minimum matters only at second order, since the quartic energy is stationary there. The improved gain is
$$g_6=\frac{a^2}{4b}-du_*^3 .$$
Because $a^2/(4b)=bu_*^2$, the correction relative to the quartic gain is $-du_*/b$. If its magnitude is not small, the predicted angle should serve only to set the scale of a search. If $b\le0$, the quartic form has no minimum and (5) must not be used.

## Why the line is not the whole answer

On the line all other rotations are frozen. At order $\theta^2$ the distortion acts equally on both spins: $D_2$ moves charge from occupied to virtual orbitals, and the orbitals, including those of the rotated pair, can relax in response. This changes the gain at the same order as $b$.

After the rotation $e^{\theta K}$, allow a further rotation $e^Y$, so that $D=e^{\theta K}e^YPe^{-Y}e^{-\theta K}$. To first order in $Y$,
$$\delta E=\sum_\sigma\mathrm{Tr}\,\tilde F[Y,P]=2\sum_{\sigma ai}\tilde F_{ai,\sigma}Y_{ai,\sigma},\qquad\tilde F=e^{-\theta K}F[D(\theta)]e^{\theta K}.$$
Use $F[D(\theta)]=F_0+\theta G[D_1]+\theta^2G[D_2]+\dots$ and
$$e^{-\theta K}Fe^{\theta K}=F-\theta[K,F]+\tfrac12\theta^2[K,[K,F]]+\dots$$

At order $\theta$ the virtual–occupied element is $G[D_1]_{ai}-[K,F_0]_{ai}=G[D_1]_{ai}+\Delta_{ai}\kappa_{ai}$. Twice this is $(Hx)_{ai}=hx_{ai}$, a force along $x$ itself and along no other mode. At order $\theta^2$, the term $\tfrac12[K,[K,F_0]]$ has no virtual–occupied block, because $F_0$ is block diagonal and each commutator with $K$ exchanges diagonal and off-diagonal blocks. What remains is the gradient $\theta^2c$ with
$$c_{ai,\sigma}=2\left(G_\sigma[D_2]-[K_\sigma,G_\sigma[D_1]]\right)_{ai}.\tag{6}$$
Exchanging the spins reverses $K$ and $D_1$ but leaves $D_2$ and the product of $K$ with $G[D_1]$ unchanged. Hence $c_\alpha=c_\beta$: the force is a singlet one.

Write the response as $Y_\alpha=Y_\beta=s/\sqrt2$, so that $s$ has the same norm as the full rotation, and set $c_S=\sqrt2\,c_\alpha$. To order $\theta^4$,
$$E-E_0=a\theta^2+b\theta^4+\theta^2c_S^Ts+\tfrac12s^TH_Ss .$$
If $H_S$ is positive definite, the minimum over $s$ is at $s=-\theta^2H_S^{-1}c_S$. Substitution gives $-\theta^4c_S^TH_S^{-1}c_S$ from the linear term and half of that with opposite sign from the quadratic term. The result is a quartic form with
$$b_r=b-\tfrac12c_S^TH_S^{-1}c_S\le b.\tag{7}$$

The neglected terms are of higher order. Since $s\sim\theta^2$, terms such as $s^3$, $\theta^2s^2$ and $\theta^4s$ are all of order $\theta^6$. Another triplet mode $w$ must be accompanied by an odd power of $\theta$. The term $\theta w$ is absent because $x$ is an eigenvector, so the force on $w$ starts at order $\theta^3$, and its energy effect at $\theta^6$. This assumes that the other triplet eigenvalues are positive and not close to zero.

For $b_r>0$, replacing $b$ by $b_r$ in (5) gives the leading relaxed angle and gain as $a\to0^-$. The ratio of the true UHF gain to the line prediction therefore tends to $b/b_r$, not to 1. If $b>0$ but $b_r\le0$, the line suggests a gentle transition that the relaxed energy does not support at quartic order, and higher terms are needed.

## Measuring the angle of a relaxed solution

A relaxed UHF state does not lie on the line, so its $\theta$ needs a definition. A singular value decomposition of $\kappa_\alpha$ splits the rotation into independent orbital pairs with singular values $s_k$. The $\alpha$ orbital of a pair turns by $\theta s_k$ and the $\beta$ orbital by $-\theta s_k$. The angles between the two occupied spaces are thus $\omega_k=2\theta s_k$, as long as they do not exceed $\pi/2$. Each spin carries half of the norm, $\sum_ks_k^2=\tfrac12$, and so
$$\sum_k\omega_k^2=2\theta^2.\tag{8}$$
The $\omega_k$ can be found for any UHF state from the overlaps of its $\alpha$ and $\beta$ orbitals, and (8) then defines its $\theta$.

The same angles give the spin contamination. For equal numbers of both spins, $\langle S^2\rangle=\langle S_-S_+\rangle$ is the squared norm of $S_+\Phi$. Raising a $\beta$ electron in paired orbital $k$ survives only through the part of that orbital outside the occupied $\alpha$ space, whose squared norm is $\sin^2\omega_k$. Different $k$ leave different $\beta$ holes and are orthogonal, so $\langle S^2\rangle=\sum_k\sin^2\omega_k$.

## Worked example: F$_2$ at 2.60 bohr

The eigenvalue $h=-0.13897$ hartree gives $a=-0.069485$ hartree. The probes give $b=0.29316$ and $d=-0.0940$ hartree, and (4) reproduces this $b$. From (5),
$$\theta_*^2=\frac{0.069485}{2(0.29316)}=0.1185,\qquad\theta_*=0.344,$$
$$\frac{a^2}{4b}=\frac{(0.069485)^2}{4(0.29316)}=0.00412\ \text{hartree}.$$
The line search finds 0.355 rad and 0.00429 hartree. The warning ratio is $-du_*/b=0.0940\times0.1185/0.2932=0.038$, so a quartic error of about 4% was to be expected. Including the sextic correction gives 0.00427 hartree.

Relaxation lowers the quartic coefficient to $b_r=0.25728$ hartree. Then
$$\theta=\sqrt{\frac{0.069485}{2(0.25728)}}=0.367,\qquad\frac{a^2}{4b_r}=0.00469\ \text{hartree}.$$
The full UHF optimization gives 0.378 rad and 0.00487 hartree, or 0.133 eV. The best point on the line recovers $0.00429/0.00487=88\%$ of this gain. The UHF state has $\langle S^2\rangle=0.26$, where a pure singlet has zero.

The instability begins at 2.493 bohr in this basis. Just beyond that length the two predictions separate:

| Distance past onset (bohr) | UHF gain / line quartic | UHF gain / relaxed quartic |
|---:|---:|---:|
| 0.16 | 1.201 | 1.054 |
| 0.08 | 1.173 | 1.029 |
| 0.04 | 1.158 | 1.015 |
| 0.02 | 1.150 | 1.008 |

The error of the relaxed prediction roughly halves with the distance, as expected from a first correction proportional to $u_*$ and hence to $a$. The line prediction stays too small. At 0.02 bohr, $b/b_r=0.28062/0.24598=1.141$, which accounts for most of the ratio 1.150. The numerical check tests this approach to onset, and tests the component of (6) along the response direction $H_S^{-1}c_S$, the one that enters $b_r$, against energy differences.

These energies compare two Hartree–Fock states in a small basis. They omit correlation beyond what spin symmetry breaking mimics, and they are not estimates of a measured quantity.

## Using the option

1. Converge the restricted solution tightly, then request the lowest root of the real unrestricted Hessian. Complex or spin-mixing rotations are outside this analysis and need their own check.
2. Start from a vector without symmetry. Before accepting a positive root, repeat with another start.
3. If the root is negative, establish its normalization, compute three probe energies, and obtain $a$, $b$ and $d$.
4. For $b>0$ and small $|d|u_*/b$, begin the line search around $\theta_*$. Otherwise scan the angle. Either sign of $\theta$ will do for a triplet mode, since the two results differ by exchange of the spins.
5. Start a full UHF optimization from the line minimum. Quote its energy, not the line gain. Near onset, an estimate without that optimization follows from $b_r$, which costs the force (6) and one linear solve with $H_S$. Its error grows with the distance from onset, to 5% at 0.16 bohr in the table.
6. Run the stability analysis again at the new solution. A lower energy shows that the step succeeded; it does not show that the new stationary point is a minimum, and the example did not test that.

Near onset $a$ is small, and so are the angle, proportional to $\sqrt{-a}$, and the gain, proportional to $a^2$. The energy to be resolved is then only about $a^2/(4b_r)$, which is $2\times10^{-4}$ hartree at 0.02 bohr past onset in the example.

## Computed results

```
F2, 6-31G, bond length 2.60 bohr
occupied, virtual orbitals: 9, 9; Hessian dimension 162
RHF energy -198.64490270 hartree
Davidson runs: lowest eigenvalue (hartree), Hessian products
  spin-symmetric start       0.435917, 13
  smallest-gap triplet start 0.174371, 6
    its excitation pi_g -> sigma_u, gap 0.776307 hartree
    overlap with unstable mode below 1e-6: True
  generic start              -0.138970, 20
unstable mode: leading excitation sigma_g -> sigma_u, weight 0.9672
curvature from energy differences -0.138970 hartree
a = -0.069485 hartree
b fitted 0.293160, from density expansion 0.293160 hartree
d fitted -0.094034 hartree
relaxed b_r = 0.257284 hartree
c along response: analytic 0.48901, differences 0.48901 hartree
angle (rad) and energy gain (hartree):
  quartic, line      0.34425  0.004117
  line search        0.35490  0.004286
  quartic, relaxed   0.36747  0.004691
  full UHF           0.37811  0.004870
line gain with sextic correction 0.004274 hartree
UHF energy -198.64977298 hartree, <S^2> = 0.2598
gain in eV: line search 0.1166, full UHF 0.1325
onset bond length 2.4932 bohr
lowest eigenvalue 0.1 bohr inside onset 0.152077 hartree
beyond onset (bohr): a, b, b_r, UHF gain (hartree)
  0.16: -0.100311 0.30007 0.26349 1.0064e-02
  0.08: -0.053036 0.28946 0.25396 2.8502e-03
  0.04: -0.027301 0.28366 0.24873 7.6060e-04
  0.02: -0.013854 0.28062 0.24598 1.9661e-04
gain ratios: line/quartic, line/sextic, UHF/quartic, UHF/relaxed
  0.16: 1.0586 1.0054 1.2005 1.0542
  0.08: 1.0313 1.0016 1.1732 1.0293
  0.04: 1.0162 1.0005 1.1579 1.0153
  0.02: 1.0082 1.0001 1.1498 1.0078
angle ratios: line/quartic, UHF/relaxed
  0.16: 1.0446 1.0414
  0.08: 1.0236 1.0222
  0.04: 1.0122 1.0115
  0.02: 1.0062 1.0059
```
